# Lorentzian Quasielastic Line of a Particle Hopping on a Bravais Lattice

### Worked example: the width along [100]

The parameters are round numbers in the rough regime of dilute hydrogen in palladium, whose octahedral interstitial sites form an fcc lattice. They are $a=3.9$ Å, $\nu=2.0$ per ps for each neighbour, $E=0.23$ eV and a temperature of 600 K. Both $\nu$ and $E$ are effective parameters of the rate law. With $k_BT=0.0517$ eV,

$$k=2.0\,e^{-0.23/0.0517}=0.0234\ \text{per ps}.$$

The mean residence time at a site is $1/(12k)=3.56$ ps. The diffusion coefficient is $D=ka^2=0.0234\times3.9^2=0.356$ Å$^2$/ps, or $3.56\times10^{-5}$ cm$^2$/s. The largest width is $16k=0.374$ per ps, which becomes 0.246 meV on multiplication by $\hbar$.

| $q$ (1/Å) | $\Gamma$ (meV) | $Dq^2$ (meV) | ratio |
|---|---|---|---|
| 0.100 | 0.00233 | 0.00234 | 0.997 |
| 0.400 | 0.0356 | 0.0375 | 0.950 |
| 0.800 | 0.122 | 0.150 | 0.813 |
| 1.611 | 0.246 | 0.608 | 0.405 |
| 2.400 | 0.127 | 1.35 | 0.094 |
| 3.000 | 0.0114 | 2.11 | 0.005 |

The maximum is at $2\pi/a=1.611$ per Å. Beyond it the line narrows again, towards zero width at $4\pi/a=3.222$ per Å, while $Dq^2$ keeps growing.

The width falls 5 % below $Dq^2$, relative to $Dq^2$, at $q=0.401$ per Å. The leading correction alone predicts $q^2a^2/48=0.05$, or $q=\sqrt{2.4}/3.9=0.397$ per Å. A diffusion coefficient read from $\Gamma/q^2$ along [100] is thus low by less than 5 % in this model if $q$ stays below 0.40 per Å. Other directions are less favourable: the 5 % point lies at 0.36 per Å along [110] and at 0.35 per Å along [111], and the width of a powder line at $q=0.40$ per Å is about 6 % below $Dq^2$.

The width also depends on direction, although $D$ does not. At the fixed length $q=1.611$ per Å it is 0.246 meV along [100], 0.237 meV along [110] and 0.174 meV along [111]. A powder adds the lines of all directions. Its decay is a mixture of exponentials, which slows with time as the fast ones die out, so a powder line is not exactly one Lorentzian. It comes close to one at small $q$, where the widths of all directions nearly agree.

## Second derivation: counting the hops, and a comparison

### Symbols and results carried over

The particle hops by lattice vectors $\mathbf l$ at constant rates $k_{\mathbf l}=k_{-\mathbf l}$. The function $I(\mathbf q,t)$ is the average of $e^{-i\mathbf q\cdot[\mathbf R(t)-\mathbf R(0)]}$, and $S(\mathbf q,\omega)$ is its time transform. The rate equation gave $I=e^{-\Gamma|t|}$ and a Lorentzian of half-width $\Gamma=\sum_{\mathbf l}k_{\mathbf l}(1-\cos\mathbf q\cdot\mathbf l)$. For nearest-neighbour hops at rate $k$ on an fcc lattice with cube edge $a$, $D=ka^2$, and the largest width is $16k$, reached at $q=2\pi/a$ along [100]. The example has $a=3.9$ Å, $k=0.0234$ per ps and $k_BT=0.0517$ eV. Atomic units are used in the algebra.

The second derivation does not use the rate equation. It follows one trajectory and asks how many hops it has made.

### The number of hops in a given time

Let $K=\sum_{\mathbf l}k_{\mathbf l}$ be the total hop rate. The waiting time before a hop is taken to have the probability density $Ke^{-Ks}$, with mean $1/K$. Successive waiting times are independent.

Observation begins at an arbitrary moment, when the particle has already waited for some time $u$. The chance that it waits a further time $t$ is

$$\frac{e^{-K(u+t)}}{e^{-Ku}}=e^{-Kt},$$

which does not depend on $u$. The first observed wait therefore has the same law as all others.

Let $p_n(t)$ be the probability of $n$ hops in the time $t$. With no hop, $p_0=e^{-Kt}$. For $n+1$ hops, let the first occur at time $s$; the remaining $n$ then fall in the time $t-s$:

$$p_{n+1}(t)=\int_0^tKe^{-Ks}\,p_n(t-s)\,ds .$$

The solution is the Poisson law $p_n(t)=(Kt)^ne^{-Kt}/n!$. It holds for $n=0$, and if it holds for $n$, then

$$p_{n+1}(t)=\frac{K^{n+1}e^{-Kt}}{n!}\int_0^t(t-s)^n\,ds=\frac{(Kt)^{n+1}e^{-Kt}}{(n+1)!},$$

because the two exponentials combine to $e^{-Kt}$ and the integral is $t^{n+1}/(n+1)$.

### The phase acquired by the hops

Each hop is by $\mathbf l$ with probability $k_{\mathbf l}/K$, independently of earlier hops and of the waiting times. The average phase factor of one hop is

$$\lambda(\mathbf q)=\sum_{\mathbf l}\frac{k_{\mathbf l}}K\,e^{-i\mathbf q\cdot\mathbf l}=\sum_{\mathbf l}\frac{k_{\mathbf l}}K\cos\mathbf q\cdot\mathbf l ,$$

where the sines cancel between $\mathbf l$ and $-\mathbf l$. After $n$ hops the displacement is a sum of $n$ independent vectors. The phase factor is then a product of $n$ independent factors, and its average is $\lambda^n$. Averaging over $n$ gives

$$I(\mathbf q,t)=e^{-Kt}\sum_{n=0}^\infty\frac{(Kt\lambda)^n}{n!}=e^{-K(1-\lambda)t}.$$

Since $\sum_{\mathbf l}k_{\mathbf l}=K$, the exponent contains

$$K(1-\lambda)=\sum_{\mathbf l}k_{\mathbf l}(1-\cos\mathbf q\cdot\mathbf l)=\Gamma(\mathbf q),$$

as before.

### The line built up hop by hop

The line can also be summed in frequency. Since $I$ is real and even in time, $S=\frac1\pi\,\mathrm{Re}\int_0^\infty e^{i\omega t}I\,dt$. The contribution of trajectories with $n$ hops contains

$$\int_0^\infty e^{i\omega t}p_n(t)\,dt=\frac{K^n}{n!}\int_0^\infty t^ne^{-(K-i\omega)t}dt=\frac{K^n}{(K-i\omega)^{n+1}},$$

where $n$ integrations by parts have produced a factor $n!$. For $|\lambda|<1$ the geometric series converges at every $\omega$:

$$\sum_{n=0}^\infty\frac{(\lambda K)^n}{(K-i\omega)^{n+1}}=\frac1{K-i\omega-\lambda K}=\frac1{\Gamma-i\omega}.$$

Its real part is $\Gamma/(\Gamma^2+\omega^2)$, which again gives the Lorentzian.

The term $n=0$ alone is a Lorentzian of half-width $K$, the broadening due to the finite stay at one site. The later terms narrow the line when $\lambda>0$ and broaden it when $\lambda<0$, since $\Gamma=K(1-\lambda)$. On the fcc lattice $K=12k$, so the largest width, $16k$, exceeds $K$ by a third.

Periodicity appears as a property of a single hop: $\lambda(\mathbf q+\mathbf G)=\lambda(\mathbf q)$, because each hop is a lattice vector. The small-$q$ limit has a statistical meaning. During the decay time $1/\Gamma$ the particle makes on average $K/\Gamma$ hops. In the example, $K$ corresponds to $\frac{12}{16}\times0.2464=0.185$ meV. At $q=0.1$ per Å along [100], where $\Gamma=0.00233$ meV, this gives about 79 hops. At $q=2\pi/a$ it gives 0.75. At small $q$ the scattering sees the sum of many steps, for which the mean square displacement suffices; near the maximum of $\Gamma$ it sees the geometry of one step. Close to a nonzero reciprocal lattice vector $\Gamma$ is small again, and many hops occur during the decay time.

A simulation of 200 000 walkers with explicit waiting times tested this picture at $t=10.69$ ps. For $\mathbf q=(0.5,0.3,-0.4)$ per Å it gave $I=0.213$, against 0.214 from the formula. The mean square displacement gave $D=0.355$ Å$^2$/ps, against 0.356.

### What each derivation assumes

Both derivations assume equivalent sites, equal rates for opposite hops, and hops that take no time. The equal rates make the exponent real and centre the line at $\omega=0$. With unequal ones the sines no longer cancel in general: $I$ is still one exponential, but its exponent is complex and the Lorentzian is shifted. The two derivations place the remaining assumptions differently.

The rate equation assumes that the present site determines the future. This one statement contains both the independence of successive hop directions and the absence of memory in the waiting time. The Bravais lattice enters when the sum over sites is shifted by $\mathbf l$.

The counting argument states the two kinds of independence separately. Independent directions give $\lambda^n$; exponential waiting times give the Poisson law. The Bravais lattice enters through the use of the same $\lambda$ for every hop. If a hop tends to be followed by its reverse, the average of the product is no longer $\lambda^n$. In the rate equation, the previous hop would then have to be added to the description of the state.

The first method extends readily to several kinds of site, with one amplitude for each kind. The second shows where a change in the waiting times enters, namely in $p_n(t)$. The next two sections give one example of each change, both worked out with rate equations. In both, the single Lorentzian is lost.

### Failure through memory in the waiting time

Suppose that a hop requires two successive stages, each completed at rate $2K$. The mean waiting time is still $1/K$, and directions remain independent. Let $A$ and $B$ be the Fourier amplitudes for a particle in its first and second stage. Completing the second stage produces a hop, hence a factor $\lambda$:

$$\frac{dA}{dt}=-2KA+2K\lambda B,\qquad\frac{dB}{dt}=2KA-2KB .$$

In the stationary state both stages are equally likely, so $A=B=\frac12$ at $t=0$. For $\lambda>0$, insertion shows that $(A,B)\propto(\pm\sqrt\lambda,1)$ decays at the rate $2K(1\mp\sqrt\lambda)$. Writing the starting amplitudes as a sum of these two solutions gives

$$I=A+B=\frac{(1+\sqrt\lambda)^2}{4\sqrt\lambda}e^{-2K(1-\sqrt\lambda)t}-\frac{(1-\sqrt\lambda)^2}{4\sqrt\lambda}e^{-2K(1+\sqrt\lambda)t}.$$

For $\lambda<1$ this is not one exponential, and the line is not one Lorentzian. Adding the two equations at $t=0$ gives the initial decay rate $K(1-\lambda)=\Gamma$. The late rate is $2K(1-\sqrt\lambda)$. Since $1-\lambda=(1-\sqrt\lambda)(1+\sqrt\lambda)$, their ratio is

$$\frac{\text{late rate}}{\text{initial rate}}=\frac2{1+\sqrt\lambda}.$$

At $q=0.8$ per Å along [100] in the example, the ratio is 1.26. It tends to 1 as $q\to0$, where $\lambda\to1$. The diffusive limit therefore survives this kind of memory, and so does the periodicity, because $\lambda$ is periodic.

### Failure through a second kind of site

In an fcc metal, a particle moving between octahedral sites can pass through tetrahedral ones. Each octahedral site has eight tetrahedral neighbours, at $\frac a4(\pm1,\pm1,\pm1)$, and each tetrahedral site has four octahedral neighbours. Let $r$ be the rate into one tetrahedral site and $s$ the rate out of it to one octahedral site.

The tetrahedral sites form two lattices. Those of the first lie at $\mathbf d=\frac a4(1,1,1)$, $\frac a4(1,-1,-1)$, $\frac a4(-1,1,-1)$ and $\frac a4(-1,-1,1)$ from an octahedral site, and those of the second lie at $-\mathbf d$. With $f=\sum_{\mathbf d}e^{i\mathbf q\cdot\mathbf d}$, the three amplitudes obey

$$\dot P_O=-8rP_O+s(fP_1+f^*P_2),$$

$$\dot P_1=-4sP_1+rf^*P_O,\qquad \dot P_2=-4sP_2+rfP_O .$$

In general there are three decay rates in place of one.

If the tetrahedral sites empty quickly, $s\gg r$, their amplitudes follow $P_O$: $P_1=rf^*P_O/4s$ and $P_2=rfP_O/4s$. Substitution gives $\dot P_O=-r(8-\frac12|f|^2)P_O$. The differences between the four vectors $\mathbf d$ are the twelve nearest-neighbour hops, each occurring once, so $|f|^2=4+4(c_xc_y+c_yc_z+c_zc_x)$ with $c_i=\cos(q_ia/2)$. The decay rate becomes

$$2r(3-c_xc_y-c_yc_z-c_zc_x),$$

which is the fcc result with $k=r/2$. This value of $k$ can also be counted: two neighbouring octahedral sites share two tetrahedral sites, and a particle leaves each of these towards a given octahedral site with probability $\frac14$.

Now let the tetrahedral sites hold the particle for a time. If their energy is higher by $\Delta$ and the vibrational factors are equal, detailed balance gives $s/r=e^{\Delta/k_BT}$. With two tetrahedral sites per octahedral site, their total occupancy is

$$p_T=\frac2{2+s/r}.$$

For $\Delta=0.10$ eV, $s/r=e^{0.10/0.0517}=6.9$ and $p_T=0.22$.

To find $D$, count steps, each of squared length $3a^2/16$. Steps out of octahedral sites occur at the mean rate $8r(1-p_T)$. In equilibrium, steps back occur equally often, so the total is $16r(1-p_T)$. The steps available from any site add to zero, so successive steps are uncorrelated on average, and

$$D=\frac16\,16r(1-p_T)\,\frac{3a^2}{16}=\frac{ra^2}2(1-p_T)=ka^2(1-p_T),$$

where $k$ still stands for $r/2$. With $r$ held fixed, $D$ is lower by 22 % for $\Delta=0.10$ eV and by 10 % for $\Delta=0.15$ eV.

At $q=2\pi/a$ along [100] the four phases in $f$ are $i,i,-i,-i$, so $f=0$ and the amplitudes separate:

$$I=(1-p_T)e^{-8rt}+p_Te^{-4st}.$$

The first rate is $8r=16k$, the old maximum. The second component is broader, and with $r$ held fixed the half-width of the whole line rises by 7 % for $\Delta=0.10$ eV and by 1 % for $\Delta=0.15$ eV. Since $D$ falls at the same time, the width at this $q$ exceeds that of a one-site model with the same $D$ by 38 % and 12 %.

### The example beside a real metal

Rough values for dilute hydrogen in palladium are a barrier a little above 0.2 eV and, near 600 K, a diffusion coefficient of some $10^{-5}$ cm$^2$/s. The example lies in this regime, which is also roughly that of a palladium membrane used to purify hydrogen. The result is sensitive to the barrier: a change of 0.02 eV alters every rate, and hence both $D$ and $\Gamma$, by a factor of 1.47. Among the neglected effects sized here, lingering in tetrahedral sites has the largest influence on $D$, if the offset is as small as 0.10 eV. The two offsets are assumed values. A membrane loaded with much hydrogen also violates the dilute limit, because occupied sites block hops.

The change in zero-point energy between the site and the top of the barrier is not sized here. It also alters the rate, by an amount that depends on the vibrational frequencies at both places, and fitted values of $\nu$ and $E$ contain it in part. Memory in the waiting time, treated above, leaves $D$ unchanged but can alter the width considerably at larger $q$: for the two-stage waiting time, the half-width along [100] exceeds $\Gamma$ by 24 % at $q=0.8$ per Å and by 73 % at $2\pi/a$, where $\lambda=-\frac13$. The following effects are smaller than the lingering at an offset of 0.10 eV or act mainly on the intensity:

- **Time in flight.** At the thermal speed $\sqrt{k_BT/m}=22$ Å/ps, with $m$ the proton mass, a straight hop of 2.76 Å takes about 0.12 ps, and the path of 3.38 Å through a tetrahedral site about 0.15 ps. The straight hop takes 3.5 % of the residence time $1/(12k)$. Excursions through tetrahedral sites start at the higher rate $8r=16k$, because a quarter of them return to the starting site, so the longer path takes about 5.7 % of the time $1/(16k)$ between them. This is only a rough estimate of how well "instantaneous" holds, since it leaves out the change of speed over the barrier and the time needed to lose the energy after the hop.
- **Tunnelling.** For an inverted parabola with quantum $\Omega$, the known transmission probability at energy $\epsilon$ from the top is $1/(1+e^{-2\pi\epsilon/\Omega})$. For a high barrier and $\Omega$ well below $2\pi k_BT=0.325$ eV, its thermal average multiplies the classical rate by $(\Omega/2k_BT)/\sin(\Omega/2k_BT)$. An assumed $\Omega=0.07$ eV gives 1.08. The factor grows quickly with $\Omega$ and reaches 1.22 near 0.11 eV, so ranking this effect below the lingering rests on the assumed value. If $\nu$ and $E$ are fitted to measured rates, they already contain such a factor in part.
- **Vibration at the site.** A harmonic oscillator with the same assumed quantum has a mean square displacement $u^2=0.050$ Å$^2$ along one axis. The intensity of the quasielastic line is multiplied by $e^{-q^2u^2}$, which is 0.88 at the maximum of $\Gamma$. The vibration of the host atoms would lower it further. In this approximation the width is unchanged.
- **Quantum asymmetry.** Detailed balance makes the two sides of the line differ by $e^{\omega/k_BT}$. Multiplying the symmetric line by $e^{\omega/2k_BT}$ restores this ratio and changes the height at one half-width by 0.24 % when $\Gamma$ is largest.

The remaining values are in the numerical output.

## Table of computed values

```
INPUT
lattice constant a = 3.9 angstrom
rate prefactor per neighbour = 2.0 1/ps
barrier = 0.23 eV, temperature = 600 K
RATES AND DIFFUSION
thermal energy kT = 0.0517 eV
hop length = 2.758 angstrom
rate to one neighbour k = 0.02339 1/ps
mean residence time = 3.562 ps
D = k a^2 = 0.3558 angstrom^2/ps = 3.558e-05 cm^2/s
D from 200000 random walkers = 0.3549 angstrom^2/ps
I(q,t) at t = 10.69 ps, q = (0.5,0.3,-0.4) 1/angstrom:
  walkers 0.2132, formula 0.2143
HALF-WIDTH ALONG [100]: q (1/angstrom), width, D q^2 (meV), ratio
  0.100  0.00233  0.00234  0.9968
  0.200  0.00925  0.00937  0.9874
  0.400  0.03561  0.03747  0.9503
  0.800  0.12186  0.14990  0.8130
  1.611  0.24638  0.60791  0.4053
  2.400  0.12718  1.34906  0.0943
  3.000  0.01138  2.10791  0.0054
maximum at q = 1.6111 1/angstrom: 0.2464 meV
  the same maximum = 0.3743 1/ps
period along [100] = 3.2221 1/angstrom
ratio 0.95 reached at q = 0.4013 1/angstrom
  leading-term estimate = 0.3972 1/angstrom
WIDTH BY DIRECTION at |q| = 1.6111 1/angstrom
  [1, 0, 0]: 0.2464 meV
  [1, 1, 0]: 0.2368 meV
  [1, 1, 1]: 0.1741 meV
CHECKS OF THE MASTER EQUATION (fcc and triclinic)
largest error of exponential decay = 2.7e-15
largest relative error of Lorentzian = 4.6e-09
NEGLECTED EFFECTS
two-stage clock, q = 0.8 1/angstrom along [100]:
  late/early decay rate = 1.263
thermal speed = 22.25 angstrom/ps, flight = 0.124 ps
flight time / residence time = 3.5 %
assumed vibration and barrier quantum = 0.07 eV
tunnelling factor on the rate = 1.081
barrier change 0.02 eV: rate factor 1.47
mean square vibration per axis = 0.0503 angstrom^2
intensity left at the maximum = 0.878
quantum asymmetry at one half-width = 0.24 %
tetrahedral lingering, entry rate kept at 2k per site:
  offset (eV), occupancy, D/(k a^2), total width/16k at maximum
  0.10  0.224  0.776  1.071
  0.15  0.099  0.901  1.012
```
